# Are Silicon 2p Suboxide Shifts Additive? A Cluster Calculation

## The problem

At the boundary between silicon and its oxide, a silicon atom may have from zero to four oxygen neighbours. The clusters $\mathrm{Si(SiH_3)_{4-n}(OH)}_n$, with $n=0,\dots,4$, are small models of these five states. Compute the 2p orbital energies of the central atom, and decide how nearly the shifts are additive in the number of OH groups.

The level of theory is restricted Hartree-Fock, with the 6-31G* basis on the central silicon and on oxygen and 6-31G on the other atoms. The Coulomb and exchange integrals are density-fitted. Electron correlation and spin-orbit coupling are left out.

The geometry is held fixed in every comparison: Si-Si 0.235 nm, Si-O 0.163 nm, Si-H 0.148 nm, O-H 0.096 nm, tetrahedral angles at silicon, and an Si-O-H angle of 118 degrees. Number the four sites in a cycle. The hydrogen of an OH group points away from the next site in the cycle, whatever that site carries. Each $\mathrm{SiH_3}$ group is staggered.

Let $u_n$ be the mean energy of the three central 2p orbitals, averaged over all placements of $n$ OH groups. Define

$$D_n=u_0-u_n .$$

A positive $D_n$ means that the electron is more strongly bound. Call the shifts nearly additive if no $D_n$ departs from the straight line $nD_4/4$ by more than 10 % of $D_4$. This threshold is a convention.

## A tempting solution

The first two clusters give $u_0=-114.929$ eV and $u_1=-115.614$ eV, hence $D_1=0.686$ eV from the unrounded energies. (Third decimals are kept so that sums can be followed; they are not physically significant.)

The argument then runs as follows. An OH group draws electrons away from the central atom and changes the electrostatic potential at its core. Potentials of different charges superpose. Four groups therefore produce four times the shift of one:

$$D_n=nD_1,\qquad D_4=4(0.686)=2.74\ \text{eV}.$$

On this view the shifts are additive by the laws of electrostatics, and the other clusters need not be computed.

## Where the argument fails

The direct calculation gives:

| $n$ | $u_n$ (eV) | $D_n$ (eV) | $D_n-nD_4/4$ (eV) |
|---|---|---|---|
| 0 | -114.929 | 0.000 | 0.000 |
| 1 | -115.614 | 0.686 | +0.213 |
| 2 | -116.123 | 1.194 | +0.248 |
| 3 | -116.486 | 1.557 | +0.138 |
| 4 | -116.821 | 1.892 | 0.000 |

The forecast of 2.74 eV exceeds the computed 1.89 eV by 0.85 eV, which is 45 % of the computed value. To find the false step, write the shift in terms of the charge density.

Let $P$ be the density matrix of the cluster, including the factor two for double occupation. The Fock operator is

$$F=h+G[P],\qquad G[P]=J[P]-\tfrac12K[P],$$

where $h$ holds the kinetic energy and the attraction of all nuclei, $J$ is the Coulomb repulsion and $K$ the exchange operator. Let $\phi$ be a 2p orbital of the $n=0$ cluster, so that $F_0\phi=u_0\phi$. In another cluster the orbital is $\phi+\delta$ and the operator is $F_0+\Delta F$. Then

$$\langle\phi+\delta|F_0+\Delta F|\phi+\delta\rangle
=u_0+\langle\phi|\Delta F|\phi\rangle+2u_0\langle\delta|\phi\rangle+O(2),$$

for real orbitals, where $O(2)$ collects terms of second order in $\delta$ and $\Delta F$. Normalization requires $2\langle\delta|\phi\rangle+\langle\delta|\delta\rangle=0$, so the third term is also of second order. The three 2p levels are degenerate at $n=0$ and may mix among themselves, but the mean is one third of a trace and does not notice this. Thus, to first order,

$$D_n\simeq-\frac13\sum_{k=1}^{3}\langle\phi_k|F_n-F_0|\phi_k\rangle .$$

With $\phi_k$ restricted to the basis functions of the central atom and renormalized, this expression reproduces the eigenvalue shifts of all six symmetry-distinct clusters to within 0.004 eV. It may therefore be used to find the fault.

For fixed $\phi_k$, the right-hand side is linear in the nuclear attraction and linear in $P$. The nuclei on one site do not move when another site changes, so the nuclear part is a sum over sites. If the change of $P$ were also a sum over sites, $D_n$ would be additive at this order. Superposition is sound; the unsupported step is the assumption that each OH group changes the electron density by the same amount whatever its neighbours are. The density is the self-consistent response to all four ligands together.

The parts of the shift show where the departure lies:

| $n$ | nuclei and $J$ (eV) | exchange (eV) |
|---|---|---|
| 1 | +0.703 | -0.019 |
| 2 | +1.227 | -0.035 |
| 3 | +1.600 | -0.046 |
| 4 | +1.942 | -0.054 |

At $n=2$ the electrostatic part lies $1.227-1.942/2=+0.256$ eV off its own line. The exchange part lies $-0.035+0.054/2=-0.008$ eV off. Their sum is the 0.248 eV of the first table. Since the nuclear part is additive, the 0.256 eV comes from the Coulomb potential of a non-additive electron density.

The Mulliken charge of the central atom runs through $-0.57$, $+0.32$, $+0.91$, $+1.32$ and $+1.60$ elementary charges. Its steps shrink from 0.88 to 0.28. This suggests that an already positive silicon atom gives up less charge to the next OH group. Mulliken charges depend strongly on the basis, so this reading remains a conjecture; the non-additivity of the density does not rest on it.

## The right test: interactions between sites

Let $T$ be the set of sites that carry OH, and $D(T)$ the shift of that cluster. Any such function can be written as

$$D(T)=\sum_{\emptyset\ne S\subseteq T}J(S),$$

where $J(S)$ now denotes a number, the part of the shift that needs all the sites in $S$ together. To find it, form the alternating sum

$$\sum_{T\subseteq S}(-1)^{|S|-|T|}D(T)
=\sum_{U\subseteq S}J(U)\sum_{U\subseteq T\subseteq S}(-1)^{|S|-|T|}.$$

Put $m=|S|-|U|$. There are $\binom{m}{r}$ sets $T$ that lack $r$ elements of $S$, so the inner sum is $\sum_r\binom{m}{r}(-1)^r=(1-1)^m$. It vanishes unless $m=0$, that is, $U=S$. Therefore

$$J(S)=\sum_{T\subseteq S}(-1)^{|S|-|T|}D(T).$$

The shifts of all 16 patterns are additive if and only if every $J(S)$ with two or more sites vanishes. One substitution determines $J$ for one site and contains no information about the rest.

Now average over patterns. Let $J_k$ be the mean of $J(S)$ over the $\binom4k$ sets of size $k$. A given $S$ of size $k$ lies inside $\binom{4-k}{n-k}$ of the $\binom4n$ patterns with $n$ groups. Summed over the $\binom4k$ sets of size $k$, the coefficient of $J_k$ in the average is

$$\frac{\binom4k\binom{4-k}{n-k}}{\binom4n}=\binom nk ,$$

and hence

$$D_n=nJ_1+\binom n2J_2+\binom n3J_3+\binom n4J_4 .$$

Solving successively for $n=1,2,3,4$:

$$\begin{aligned}
J_1&=D_1,\\
J_2&=D_2-2D_1,\\
J_3&=D_3-3D_2+3D_1,\\
J_4&=D_4-4D_3+6D_2-4D_1 .
\end{aligned}$$

For example, $J_2=1.194-2(0.686)=-0.178$ eV; unrounded shifts give $-0.177$ eV. The full set is

$$J_1=+0.686,\quad J_2=-0.177,\quad J_3=+0.032,\quad J_4=+0.086\ \text{eV}.$$

The explicit subset sums over the 16 patterns agree with these finite differences.

If pairs alone mattered, the departure from the line would be

$$nJ_1+\frac{n(n-1)}2J_2-\frac n4(4J_1+6J_2)
=\frac{n(n-4)}2J_2=-\frac{n(4-n)}2J_2 .$$

A negative pair term puts the intermediate states above the line, with the largest departure at $n=2$. With all terms kept,

$$D_2-\tfrac12D_4=(2J_1+J_2)-\tfrac12(4J_1+6J_2+4J_3+J_4)
=-2J_2-2J_3-\tfrac12J_4 .$$

Numerically this is $0.354-0.064-0.043=0.247$ eV, in agreement with the table up to rounding. Pairs alone give the right sign but overestimate the size; the higher terms reduce the departure by about 0.11 eV.

The pair expansion has a limited range. From $n\le2$ it forecasts $D_3=1.53$ eV, close to the computed 1.56 eV, but $D_4=1.68$ eV, which is 11 % below the computed 1.89 eV. At $n=4$ the single quadruple term and the four triple terms contribute $0.086+4(0.032)=0.21$ eV.

Pairs are not all alike. The four adjacent pairs in the site cycle have a shift of 1.225 eV, and the two opposite pairs 1.131 eV. All pairs of tetrahedral sites are equally far apart, so the difference comes from the directions of the OH groups. The average is $[4(1.225)+2(1.131)]/6=1.194$ eV, as it should be.

The largest departure is therefore $0.248/1.892=13\,\%$ of $D_4$. By the stated criterion, **the 2p orbital shifts computed in this basis are not nearly additive**.

The margin is modest, so the sensitivity matters. With def2-SVP on silicon and oxygen and 6-31G on hydrogen, $D_4$ becomes 2.11 eV, a change of 12 % relative to the first basis. For the adjacent $n=2$ pattern, the departure from the line is 0.279 eV, or 15 % of $D_4$, in the first basis and 0.241 eV, or 11 %, in the second. The criterion, however, concerns the average over patterns. In the first basis the average departure lies 0.031 eV below the adjacent one. In the second basis the adjacent and opposite patterns differ by 0.097 eV, so the average departure at $n=2$ is $0.241-0.097/3=0.209$ eV, or 9.9 % of $D_4$, right at the threshold. A departure of roughly 0.2 eV is therefore indicated in both bases, but of these two only the first gives a clear verdict at the 10 % threshold, and only for the geometry stated at the start. The shifts themselves are not converged in the basis. With a triple-zeta basis (def2-TZVP without f functions on the central silicon and on oxygen, def2-SVP on the outer silicon atoms, 6-31G on hydrogen), $D_4$ falls by about 0.3 eV relative to the first basis, while the average departure at $n=2$ stays near 0.21 eV, about 13 % of $D_4$. Turning the OH groups of the $n=4$ cluster to point away from the opposite site in the cycle raises $D_4$ by 0.06 eV. The error from density fitting in the $n=4$ level is below 0.001 eV.

## From orbital energies to ionization

An orbital energy describes removal of an electron while all other orbitals stay frozen. In photoemission the remaining electrons respond to the hole, and this response may also depend on $n$.

Remove one electron evenly from the three 2p orbitals, so that each keeps $5/3$ electrons. The removed density is $p=\frac13\sum_k|\phi_k\rangle\langle\phi_k|$. The Hartree-Fock energy, apart from the fixed nuclear repulsion, is $E[P]=\mathrm{Tr}\,Ph+\frac12\mathrm{Tr}\,PG[P]$. Since $\mathrm{Tr}\,PG[p]=\mathrm{Tr}\,pG[P]$,

$$E[P-p]-E[P]=-\mathrm{Tr}\,p(h+G[P])+\tfrac12\mathrm{Tr}\,pG[p]=-u+H .$$

The first term is the frozen-orbital ionization energy. The second, $H$, is a self-interaction of the spread hole, which a single hole in one spin orbital would not have. Letting the orbitals relax lowers the energy by some $R>0$, so the computed energy difference is $\Delta E=-u+H-R$. Subtracting $H$ gives the binding energy $B=\Delta E-H=-u-R$, and the relaxed shift is

$$B_n-B_0=D_n+(R_0-R_n).$$

$H$ varies by less than 0.05 eV among the clusters, so this correction has little influence on the shifts. The spread hole remains an approximation to a hole in one spin orbital: an unrestricted calculation with a single hole gives binding energies about 0.3 eV lower and an $n=4$ shift about 0.08 eV smaller.

There is an independent check on $\Delta E$. Let $x$ electrons be removed evenly from the 2p shell. A small change of the density changes the energy by $\mathrm{Tr}\,F\,dP$. Rotating orbitals $i$ and $j$ into each other contributes in proportion to $F_{ij}$, which is zero for self-consistent orbitals. Only the change of occupation remains, and $dE/dx=-u(x)$. Integrating by the trapezoid rule,

$$\Delta E=-\int_0^1u(x)\,dx\simeq-\tfrac12[u(0)+u(1)] .$$

The shifts of $\Delta E$ obtained in this way agree with the direct energy differences to within 0.03 eV.

| $n$ | $B_n-B_0$ (eV) | $R_0-R_n$ (eV) | departure from line (eV) |
|---|---|---|---|
| 1 | 1.161 | 0.475 | +0.122 |
| 2 | 2.155 | 0.961 | +0.078 |
| 3 | 3.111 | 1.554 | -0.004 |
| 4 | 4.153 | 2.261 | 0.000 |

The third column is the second minus $D_n$. Relaxation is weaker in the more oxidized clusters, and its loss accounts for more than half of the 4.15 eV shift at $n=4$.

The largest departure is now $0.122/4.153=2.9\,\%$, so the relaxed shifts meet the criterion in this basis. Their size is not converged: in the triple-zeta basis described above the $n=4$ shift falls by about 0.5 eV, although the largest departure stays near 2 %. This does not mean that the sites have ceased to interact. At $n=2$ the orbital part lies 0.248 eV above its line, while the relaxation part lies $2.261/2-0.961=0.170$ eV below its own. The two departures cancel in part at $n=1$ and $n=2$, and almost completely at $n=3$. The relaxed pair term is still $2.155-2(1.161)=-0.167$ eV, and the triple term, $3.111-3(2.155)+3(1.161)=+0.129$ eV, offsets much of its effect on the line.

The first substitution also remains a poor guide: $4(1.161)=4.64$ eV exceeds the relaxed $n=4$ shift by 12 %. A line drawn between the end states interpolates well here, whereas a line extrapolated from the first state does not.

## The clusters and a real interface

The Si-Si and Si-O lengths are close to those in silicon and its oxide. The OH groups are a larger departure: in the oxide, oxygen bridges two silicon atoms, usually at a wider angle than 118 degrees. Photoemission from oxidized silicon shows an oxide line shifted by roughly 4 eV. The orbital shift of 1.9 eV falls well short of this. The relaxed shift, 4.2 eV in the first basis and about 0.5 eV less in the triple-zeta basis, is of the right size, but the agreement is not a validation, because the cluster has no surroundings.

To size that omission, place the ionized cluster in a spherical cavity of radius $a$ within a medium of relative permittivity $\kappa$. At distance $r$ a charge $e$ has displacement $e/4\pi r^2$ and field-energy density $e^2/(32\pi^2\varepsilon_0\kappa r^4)$. The energy gained relative to vacuum is

$$\int_a^\infty\frac{e^2}{32\pi^2\varepsilon_0r^4}\left(1-\frac1\kappa\right)4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0a}\left(1-\frac1\kappa\right).$$

It vanishes for $\kappa=1$ and for a very large cavity, as it must. With $a=0.30$ nm and rough permittivities of 11.7 for silicon and 2.1 for the electronic response of the oxide, the gain is 2.19 eV in silicon and 1.26 eV in the oxide. The hole is stabilized less in the oxide, which adds about 0.9 eV to the shift between thick oxide and silicon if both cavities have this radius. The clusters differ in size, however: the outermost hydrogen nuclei lie 0.32 nm from the centre at $n=0$, slightly outside such a cavity, and 0.22 nm at $n=4$. With these distances as the two radii, the added shift falls to about 0.4 eV.

This is an estimate of magnitude only. It varies as $1/a$, and a continuum is doubtful at atomic distances. In an oxide about 1 nm thick, the nearby silicon also screens the hole, so the added shift should be smaller and depend on position. The intermediate states lie at the boundary itself, where neither bulk permittivity applies. If the surroundings added a shift not proportional to $n$, they could change the near-additivity of the relaxed values. For isolated clusters of fixed geometry with relaxed holes, this Hartree-Fock model in the first basis gives successive spacings of 1.16, 0.99, 0.96 and 1.04 eV. Each lies within 0.13 eV of their mean. Equal spacing of suboxide lines at an arbitrary interface is not established.

Spin-orbit coupling splits the 2p level but leaves the mean of its six spin orbitals unchanged within the 2p shell, because $\mathbf L\cdot\mathbf S$ has zero trace there. Averaged over the patterns at each $n$, the ligands themselves split the three orbital levels by less than 0.05 eV, so using their mean hides no large effect. The complete numerical output follows.

## Calculated quantities

```
Bonds Si-Si, Si-O, Si-H, O-H: 0.235, 0.163, 0.148, 0.096 nm
Si-O-H angle: 118 degrees
n | mean 2p energy | shift | departure from line (eV)
0 | -114.929 | 0.000 | +0.000
1 | -115.614 | 0.686 | +0.213
2 | -116.123 | 1.194 | +0.248
3 | -116.486 | 1.557 | +0.138
4 | -116.821 | 1.892 | +0.000
n | increment from n-1 (eV)
1 | 0.686
2 | 0.508
3 | 0.363
4 | 0.335
n | electrostatic part | exchange part of shift (eV)
1 | +0.703 | -0.019
2 | +1.227 | -0.035
3 | +1.600 | -0.046
4 | +1.942 | -0.054
n | central Mulliken charge (e) | 2p level spread (eV)
0 | -0.568 | 0.000
1 | +0.315 | 0.029
2 | +0.911 | 0.042
3 | +1.320 | 0.045
4 | +1.599 | 0.021
n | relaxed shift | departure from its line (eV)
1 | 1.161 | +0.122
2 | 2.155 | +0.078
3 | 3.111 | -0.004
4 | 4.153 | +0.000
Terms J1, J2, J3, J4: +0.686, -0.177, +0.032, +0.086 eV
One-site forecast of n=4 shift: 2.742 eV
Pair forecast of n=3, n=4 shifts: 1.525, 1.679 eV
Largest departure / n=4 shift: 13.1 %
Same ratio, relaxed shifts: 2.9 %
n=2 shift, adjacent / opposite sites: 1.225 / 1.131 eV
Largest first-order error: 0.0037 eV
Largest trapezoid error in hole shift: 0.0265 eV
Variation of hole self-interaction: 0.0460 eV
Density-fitting error of n=4 level: +0.00013 eV
Change of n=4 shift on turning OH: +0.063 eV
Second basis (def2-SVP, H 6-31G), n=4 shift: 2.112 eV
n=2 adjacent departure, main basis: +0.279 eV
n=2 adjacent departure, second basis: +0.241 eV
Cavity radius: 0.30 nm; rough eps Si, oxide: 11.7, 2.1
Polarization energy in Si: 2.19 eV
Polarization energy in oxide: 1.26 eV
Extra oxide shift from surroundings: +0.94 eV
```
